# Classical anharmonic free energy from a temperature integral, and its noise: verification in Python

```python
"""
Result under test: the classical anharmonic free energy at fixed volume is
    F_anh(T) = -T * integral_0^T dU(t)/t^2 dt,   dU = <U> - U0 - (3N-3) k t/2,
with <U> the mean POTENTIAL energy, U0 its minimum, N the number of atoms.
The integrand is finite at t = 0, and independent errors sigma_i of <U> at
mesh temperatures T_i with weights w_i give
    sigma_F^2 = T^2 * sum_i w_i^2 sigma_i^2 / T_i^4.
Model: two atoms per periodic cell (N = 2), four tetrahedral bonds of length b
with energy (kappa/2)(s^2 - a s^3 + 7 a^2 s^4/12), s = bond stretch.
r = displacement of atom 2 relative to atom 1. Units: eV, angstrom, kelvin.
The virial estimator of dU is the mean of U - U0 - r.gradU/2.
"""
import numpy as np
from scipy import constants

k = constants.k / constants.e
kappa, a, b = 5.0, 1.5, 2.4
n_atoms = 2
modes = 3 * n_atoms - 3
T_end = 1000.0
directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
stiffness = 4 * kappa / 3          # curvature in r, tested below


def energy_and_half_virial(r):
    """Potential energy above the minimum and r.gradU/2 for r of shape (3, M)."""
    r2 = r[0]**2 + r[1]**2 + r[2]**2
    energy = np.zeros_like(r2)
    virial = np.zeros_like(r2)
    for d in directions:
        p = d[0] * r[0] + d[1] * r[1] + d[2] * r[2]
        length = np.sqrt(b * b + 2 * b * p + r2)
        s = (2 * b * p + r2) / (length + b)
        energy += kappa / 2 * s * s * (1 - a * s + 7 * a * a * s * s / 12)
        slope = kappa / 2 * s * (2 - 3 * a * s + 7 * a * a * s * s / 3)
        virial += slope * (b * p + r2) / length
    return energy, virial / 2


# Hessian of the full set of 3N coordinates by central differences
def cell_energy(q):
    return energy_and_half_virial((q[3:] - q[:3]).reshape(3, 1))[0][0]


step = 1e-3
unit = np.eye(6) * step
hessian = np.array([[(cell_energy(u + v) - cell_energy(u - v)
                      - cell_energy(v - u) + cell_energy(-u - v)) / (4 * step**2)
                     for v in unit] for u in unit])
eigenvalues = np.linalg.eigvalsh(hessian)
assert np.sum(np.abs(eigenvalues) < 1e-3) == 3
assert np.sum(eigenvalues > 1.0) == modes
# relative coordinate with curvature K appears as eigenvalue 2K
assert np.allclose(eigenvalues[3:], 2 * stiffness, rtol=1e-3)

# Quadrature over the relative coordinate, box of +-9 harmonic widths
axis = np.linspace(-9, 9, 61)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1)
cell_volume = (axis[1] - axis[0])**3


def canonical(T):
    """dU, dU by virial, single-sample deviations of both estimators, F_anh."""
    width = np.sqrt(k * T / stiffness)
    energy, half_virial = energy_and_half_virial(width * grid)
    boltzmann = np.exp(-energy / (k * T))
    total = boltzmann.sum()
    mean = boltzmann @ energy / total
    deviation = np.sqrt(boltzmann @ (energy - mean)**2 / total)
    difference = energy - half_virial
    mean_v = boltzmann @ difference / total
    deviation_v = np.sqrt(boltzmann @ (difference - mean_v)**2 / total)
    z = total * cell_volume * width**3
    z_harmonic = (2 * np.pi * k * T / stiffness)**1.5
    free = -k * T * np.log(z / z_harmonic)
    return np.array([mean - modes * k * T / 2, mean_v, deviation, deviation_v, free])


def integrate(temperatures, weights, excess):
    return -T_end * np.sum(weights * excess / temperatures**2, axis=-1)


def midpoint(m):
    h = T_end / m
    return (np.arange(m) + 0.5) * h, np.full(m, h)


# Temperature integral against the free energy from the partition function
F_direct = canonical(T_end)[4]
x, w = np.polynomial.legendre.leggauss(8)
T_gauss, w_gauss = T_end * (x + 1) / 2, T_end * w / 2
F_gauss = integrate(T_gauss, w_gauss, np.array([canonical(t)[0] for t in T_gauss]))
assert abs(F_gauss / F_direct - 1) < 1e-5
m = 10
T_mesh, w_mesh = midpoint(m)
table = np.array([canonical(t) for t in T_mesh])
excess, excess_virial, dev_plain, dev_virial = table[:, :4].T
F_mid = integrate(T_mesh, w_mesh, excess)
assert abs(F_mid / F_direct - 1) < 2e-3
assert np.allclose(excess, excess_virial, rtol=1e-5)

# Limit of the integrand at zero temperature
cubic_part = 9 * k**2 / (8 * kappa) * (a + 1 / b)**2
quartic_part = -9 * k**2 / (8 * kappa) * (7 * a**2 / 4 - 3 * a / b)
A = 9 * k**2 / (8 * kappa) * (-3 * a**2 / 4 + 5 * a / b + 1 / b**2)
cold, warmer = canonical(2.0), canonical(8.0)
g_cold = cold[0] / 2.0**2
assert abs(g_cold / A - 1) < 2e-3
assert abs((cubic_part + quartic_part) / g_cold - 1) < 2e-3

# A purely quartic mode: mean energy kT/4, so the integrand diverges as 1/T
y = np.linspace(-6, 6, 2001)
quartic_ratio = np.sum(y**4 * np.exp(-y**4)) / np.sum(np.exp(-y**4))
assert abs(quartic_ratio - 0.25) < 1e-8

# Fluctuation formula: variance of U = k T^2 d<U>/dT
t0, dt = 500.0, 1.0
slope_U = (canonical(t0 + dt)[0] - canonical(t0 - dt)[0]) / (2 * dt) + modes * k / 2
assert abs(canonical(t0)[2]**2 / (k * t0**2 * slope_U) - 1) < 1e-4
# Low-temperature noise of the virial estimator: amplitude and T^(3/2) law
dev_law = 0.75 * (a + 1 / b) * (k * 2.0)**1.5 / np.sqrt(kappa)
assert abs(cold[3] / dev_law - 1) < 0.01
assert abs(warmer[3] / cold[3] / 4**1.5 - 1) < 0.01

# Simulated integrations: many independent Metropolis walkers
rng = np.random.default_rng(12345)
runs, samples = 400, 200
walkers = runs * samples
plain = np.empty((runs, m))
virial = np.empty((runs, m))
for i, T in enumerate(T_mesh):
    spread2 = 2 * k * T / stiffness          # variance of the trial Gaussian

    def draw():
        r = np.sqrt(spread2) * rng.standard_normal((3, walkers))
        e, v = energy_and_half_virial(r)
        return e, v, -e / (k * T) + np.sum(r * r, axis=0) / (2 * spread2)

    e, v, logw = draw()
    for sweep in range(25):
        e_new, v_new, logw_new = draw()
        accept = np.log(1 - rng.random(walkers)) < logw_new - logw
        e = np.where(accept, e_new, e)
        v = np.where(accept, v_new, v)
        logw = np.where(accept, logw_new, logw)
    plain[:, i] = e.reshape(runs, samples).mean(axis=1) - modes * k * T / 2
    virial[:, i] = (e - v).reshape(runs, samples).mean(axis=1)
F_plain = integrate(T_mesh, w_mesh, plain)
F_virial = integrate(T_mesh, w_mesh, virial)


def propagated(deviation):
    return T_end * np.sqrt(np.sum((w_mesh * deviation / T_mesh**2)**2) / samples)


sigma_plain, sigma_virial = propagated(dev_plain), propagated(dev_virial)
for F_runs, sigma in ((F_plain, sigma_plain), (F_virial, sigma_virial)):
    # 400 runs fix a standard deviation to about 3.5 percent
    assert abs(F_runs.std(ddof=1) / sigma - 1) < 0.15
    assert abs(F_runs.mean() - F_mid) < 4.5 * sigma / np.sqrt(runs)
sigma_law = k * T_end * np.sqrt(modes / (2 * samples)) * np.pi / np.sqrt(2)
assert abs(sigma_law / sigma_plain - 1) < 0.04

# Best distribution of a fixed total number of samples
cost = w_mesh * dev_plain / T_mesh**2
fractions = cost / cost.sum()
best = np.sum(cost**2 / fractions)
equal = m * np.sum(cost**2)
trials = rng.dirichlet(np.ones(m), 5000)
near = fractions * np.exp(0.1 * rng.standard_normal((5000, m)))
near /= near.sum(axis=1, keepdims=True)
assert np.all(np.sum(cost**2 / np.maximum(trials, 1e-12), axis=1) >= best)
assert np.all(np.sum(cost**2 / near, axis=1) >= best * (1 - 1e-12))
assert abs(best / cost.sum()**2 - 1) < 1e-10

# Systematic errors: wrong minimum energy and wrong number of modes
delta = 1e-4
shift_U0 = integrate(T_mesh, w_mesh, excess - delta) - F_mid
assert abs(shift_U0 / (np.pi**2 / 2 * delta * T_end / w_mesh[0]) - 1) < 0.03
T_fine, w_fine = midpoint(40)
excess_fine = np.array([canonical(t)[0] for t in T_fine])
wrong_10 = integrate(T_mesh, w_mesh, excess - 1.5 * k * T_mesh)
wrong_40 = integrate(T_fine, w_fine, excess_fine - 1.5 * k * T_fine)
assert abs((wrong_40 - wrong_10) / (1.5 * k * T_end * np.log(4)) - 1) < 0.01

print(f"bond stiffness kappa = {kappa} eV/A^2, a = {a} 1/A, b = {b} A")
print(f"atoms N = {n_atoms}, vibrational modes 3N-3 = {modes}")
print(f"curvature of relative coordinate = {stiffness:.4f} eV/A^2")
print(f"kT at {T_end:.0f} K = {1e3*k*T_end:.3f} meV")
print(f"cubic part of A = {1e9*cubic_part:.4f} neV/K^2")
print(f"quartic part of A = {1e9*quartic_part:.4f} neV/K^2")
print(f"A from formula = {1e9*A:.4f} neV/K^2")
print(f"integrand at 2 K by quadrature = {1e9*g_cold:.4f} neV/K^2")
print("mesh: T (K) | dU (meV) | dU/T^2 (neV/K^2) | single-sample")
print("  deviation plain, virial (meV) | optimal sample share")
for i in range(m):
    print(f"{T_mesh[i]:5.0f} | {1e3*excess[i]:8.5f} | {1e9*excess[i]/T_mesh[i]**2:7.4f} | "
          f"{1e3*dev_plain[i]:8.3f}, {1e3*dev_virial[i]:7.4f} | {fractions[i]:.3f}")
print(f"F_anh from partition function = {1e3*F_direct:.5f} meV per cell")
print(f"F_anh from 8-point Gauss integral = {1e3*F_gauss:.5f} meV per cell")
print(f"F_anh from 10-point midpoint integral = {1e3*F_mid:.5f} meV per cell")
print(f"leading term -A T^2 = {-1e3*A*T_end**2:.5f} meV per cell")
print(f"independent integrations = {runs}, samples per temperature = {samples}")
print(f"plain: propagated error = {1e3*sigma_plain:.3f} meV")
print(f"plain: observed spread = {1e3*F_plain.std(ddof=1):.3f} meV")
print(f"plain: simple law with pi/sqrt(2) = {1e3*sigma_law:.3f} meV")
print(f"plain: first run = {1e3*F_plain[0]:.3f} meV")
print(f"plain: mean of all runs = {1e3*F_plain.mean():.3f} meV")
print(f"virial: propagated error = {1e3*sigma_virial:.4f} meV")
print(f"virial: observed spread = {1e3*F_virial.std(ddof=1):.4f} meV")
print(f"virial: first run = {1e3*F_virial[0]:.3f} meV")
print(f"virial: mean of all runs = {1e3*F_virial.mean():.4f} meV")
print(f"variance ratio plain/virial = {(sigma_plain/sigma_virial)**2:.0f}")
print(f"samples per T for 0.1 meV, plain = {samples*(sigma_plain/1e-4)**2:.2e}")
print(f"samples per T for 0.1 meV, virial = {samples*(sigma_virial/1e-4)**2:.2e}")
print(f"variance ratio equal/optimal allocation = {equal/best:.3f}")
print(f"U0 too high by {1e3*delta:.1f} meV shifts F by {1e3*shift_U0:.3f} meV")
print(f"3N for 3N-3, 10 points: F error = {1e3*(wrong_10-F_direct):.1f} meV")
print(f"3N for 3N-3, 40 points: F error = {1e3*(wrong_40-F_direct):.1f} meV")
print(f"quartic mode: <U>/kT = {quartic_ratio:.4f}")
print("verified")
```

Output:

```
bond stiffness kappa = 5.0 eV/A^2, a = 1.5 1/A, b = 2.4 A
atoms N = 2, vibrational modes 3N-3 = 3
curvature of relative coordinate = 6.6667 eV/A^2
kT at 1000 K = 86.173 meV
cubic part of A = 6.1379 neV/K^2
quartic part of A = -3.4461 neV/K^2
A from formula = 2.6919 neV/K^2
integrand at 2 K by quadrature = 2.6909 neV/K^2
mesh: T (K) | dU (meV) | dU/T^2 (neV/K^2) | single-sample
  deviation plain, virial (meV) | optimal sample share
   50 |  0.00667 |  2.6665 |    5.282,  0.1819 | 0.468
  150 |  0.05868 |  2.6080 |   15.878,  0.9439 | 0.156
  250 |  0.15864 |  2.5383 |   26.510,  2.0196 | 0.094
  350 |  0.30102 |  2.4573 |   37.169,  3.3119 | 0.067
  450 |  0.47893 |  2.3651 |   47.847,  4.7586 | 0.052
  550 |  0.68446 |  2.2627 |   58.531,  6.3108 | 0.043
  650 |  0.90896 |  2.1514 |   69.212,  7.9288 | 0.036
  750 |  1.14352 |  2.0329 |   79.876,  9.5814 | 0.031
  850 |  1.37932 |  1.9091 |   90.516, 11.2459 | 0.028
  950 |  1.60798 |  1.7817 |  101.122, 12.9064 | 0.025
F_anh from partition function = -2.27695 meV per cell
F_anh from 8-point Gauss integral = -2.27695 meV per cell
F_anh from 10-point midpoint integral = -2.27729 meV per cell
leading term -A T^2 = -2.69187 meV per cell
independent integrations = 400, samples per temperature = 200
plain: propagated error = 16.436 meV
plain: observed spread = 17.343 meV
plain: simple law with pi/sqrt(2) = 16.578 meV
plain: first run = 10.121 meV
plain: mean of all runs = -2.200 meV
virial: propagated error = 0.7385 meV
virial: observed spread = 0.7031 meV
virial: first run = -2.572 meV
virial: mean of all runs = -2.2591 meV
variance ratio plain/virial = 495
samples per T for 0.1 meV, plain = 5.40e+06
samples per T for 0.1 meV, virial = 1.09e+04
variance ratio equal/optimal allocation = 2.646
U0 too high by 0.1 meV shifts F by 4.835 meV
3N for 3N-3, 10 points: F error = 551.5 meV
3N for 3N-3, 40 points: F error = 730.6 meV
quartic mode: <U>/kT = 0.2500
verified
```
